# Cross Derivatives in the Triatomic Kinetic Operator for Zero Angular Momentum: verification in Python

```python
"""
Result under test: the J = 0 kinetic operator of a triatomic molecule.
Atoms 1, 2 are terminal, atom 3 is central. Two internal vectors have lengths
a, b and enclose the angle theta. For psi = a*b*Psi, with volume element
sin(theta) da db dtheta,
 T = -(hbar^2/2) [G11 d_a^2 + G22 d_b^2 + (G11/a^2 + G22/b^2) Lam] - hbar^2 G12 K
 Lam = (1/sin) d_theta sin d_theta
 K   = cos d_a d_b - (d_b/a + d_a/b)(sin d_theta + cos)
       + [cos - (1/sin) d_theta sin cos d_theta]/(a b)
G12 = 1/m3 for valence vectors and 0 for Jacobi and Radau vectors.
Internal working units: length 1e-10 m, mass 1 u, energy hc * 1 cm^-1.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import legendre
from scipy import constants as sc
from scipy.sparse.linalg import LinearOperator, eigsh

LENGTH = 1e-10
WAVENUMBER_J = sc.h * sc.c * 100.0
KIN_J = sc.hbar**2 / (sc.atomic_mass * LENGTH**2)
KIN = KIN_J / WAVENUMBER_J
SYSTEMS = ("valence", "Jacobi", "Radau")

# model parameters
MASSES = (1.0, 2.0, 4.0)
HEAVY = (1.0, 2.0, 40.0)
R_EQ = 1.0
ANGLE_EQ = np.radians(110.0)
STRETCH_SI = 400.0
BEND_SI = 3.0e-19
STRETCH = STRETCH_SI * LENGTH**2 / WAVENUMBER_J
BEND = BEND_SI / WAVENUMBER_J


def radau_kappa(m):
    return (1 - np.sqrt(m[2] / sum(m))) / (m[0] + m[1])


def vector_coefficients(system, m):
    """Rows: the two internal vectors as combinations of atomic positions."""
    m1, m2, m3 = m
    if system == "valence":
        return np.array([[1.0, 0.0, -1.0], [0.0, 1.0, -1.0]])
    if system == "Jacobi":
        return np.array([[1.0, 0.0, -1.0],
                         [-m1 / (m1 + m3), 1.0, -m3 / (m1 + m3)]])
    k = radau_kappa(m)
    last = -(1 - k * (m1 + m2))
    return np.array([[1 - k * m1, -k * m2, last],
                     [-k * m1, 1 - k * m2, last]])


def derived_G(system, m):
    """Derived inverse masses G11, G22, G12."""
    m1, m2, m3 = m
    if system == "valence":
        return 1 / m1 + 1 / m3, 1 / m2 + 1 / m3, 1 / m3
    if system == "Jacobi":
        return 1 / m1 + 1 / m3, 1 / m2 + 1 / (m1 + m3), 0.0
    return 1 / m1, 1 / m2, 0.0


def positions(r1, r2, angle):
    return np.array([[r1, 0.0, 0.0],
                     [r2 * np.cos(angle), r2 * np.sin(angle), 0.0],
                     [0.0, 0.0, 0.0]])


def internal(C, X):
    v1, v2 = C @ X
    a, b = np.linalg.norm(v1), np.linalg.norm(v2)
    return np.array([a, b, np.arccos(v1 @ v2 / (a * b))])


def metric(C, X, m, step=1e-5):
    """Sum over atoms of grad Q_i . grad Q_j / mass, by finite differences."""
    grad = np.zeros((3, 9))
    for n in range(9):
        shift = np.zeros(9)
        shift[n] = step
        shift = shift.reshape(3, 3)
        grad[:, n] = (internal(C, X + shift) - internal(C, X - shift)) / (2 * step)
    return (grad / np.repeat(m, 3)) @ grad.T


# ---- inverse masses from the definition against the derived ones ----
for masses in (MASSES, HEAVY):
    for name in SYSTEMS:
        C = vector_coefficients(name, masses)
        G = (C / np.array(masses)) @ C.T
        assert np.allclose(C.sum(axis=1), 0, atol=1e-14)
        assert np.allclose([G[0, 0], G[1, 1], G[0, 1]],
                           derived_G(name, masses), atol=1e-13)
far = vector_coefficients("Radau", (1.0, 2.0, 4.0e6))
assert np.allclose(far, vector_coefficients("valence", MASSES), atol=1e-6)

# ---- coefficients of the cross derivatives at a sample geometry ----
r1s, r2s, angle_s = 1.1, 0.9, np.radians(100.0)
X_sample = positions(r1s, r2s, angle_s)
cross = {}
for m3 in (4.0, 8.0):
    masses = (1.0, 2.0, m3)
    for name in SYSTEMS:
        g = metric(vector_coefficients(name, masses), X_sample, masses)
        cross[name, m3] = np.array([g[0, 1], g[0, 2], g[1, 2]])
    s, c = np.sin(angle_s), np.cos(angle_s)
    expected = np.array([c, -s / r2s, -s / r1s]) / m3
    assert np.allclose(cross["valence", m3], expected, atol=1e-8)
    assert np.max(np.abs(cross["Jacobi", m3])) < 1e-8
    assert np.max(np.abs(cross["Radau", m3])) < 1e-8

# ---- volume element 8 pi^2 a^2 b^2 da db du, on a correlated Gaussian ----
x, w = legendre.leggauss(60)
rad, wrad = 4.5 * (x + 1), 4.5 * w
uq, wu = legendre.leggauss(40)
A3, B3, U3 = rad[:, None, None], rad[None, :, None], uq[None, None, :]
gauss = np.exp(-(A3**2 + 1.5 * B3**2 + 0.8 * A3 * B3 * U3)) * A3**2 * B3**2
volume = 8 * np.pi**2 * np.einsum("ijk,i,j,k->", gauss, wrad, wrad, wu)
assert abs(volume / (np.pi**3 / (1.5 - 0.16)**1.5) - 1) < 1e-9

# ---- T Psi / Psi: Cartesian definition against the three operators ----
mp.mp.dps = 40


def distance(p, q):
    return mp.sqrt(sum((p[i] - q[i])**2 for i in range(3)))


def amplitude(p1, p2, p3):
    return mp.exp(-3 * (distance(p1, p3) - 1)**2
                  - 4 * (distance(p2, p3) - 1)**2
                  - 2 * (distance(p1, p2) - mp.mpf("1.6"))**2)


def local_cartesian(X, m):
    base = [[mp.mpf(float(v)) for v in row] for row in X]
    h = mp.mpf("1e-10")
    centre = amplitude(*base)
    total = mp.mpf(0)
    for atom in range(3):
        for axis in range(3):
            plus = [row[:] for row in base]
            minus = [row[:] for row in base]
            plus[atom][axis] += h
            minus[atom][axis] -= h
            second = (amplitude(*plus) + amplitude(*minus) - 2 * centre) / h**2
            total -= second / (2 * m[atom])
    return float(total / centre)


def local_internal(system, X, m):
    """Returns the part without K, the cross-derivative part, the rest of K."""
    C = vector_coefficients(system, m)
    G11, G22, G12 = derived_G(system, m)
    a, b, t = [mp.mpf(float(v)) for v in internal(C, X)]
    inv = np.linalg.inv(C[:, :2]).tolist()

    def psi(a_, b_, t_):
        v1 = (a_, mp.mpf(0))
        v2 = (b_ * mp.cos(t_), b_ * mp.sin(t_))
        q = [[inv[i][0] * v1[k] + inv[i][1] * v2[k] for k in range(2)]
             + [mp.mpf(0)] for i in range(2)]
        return a_ * b_ * amplitude(q[0], q[1], [mp.mpf(0)] * 3)

    def d(i, j, k):
        return mp.diff(psi, (a, b, t), (i, j, k))

    s_, c_ = mp.sin(t), mp.cos(t)
    value, dt, dtt = psi(a, b, t), d(0, 0, 1), d(0, 0, 2)
    lam = dtt + c_ / s_ * dt
    plain = -(G11 * d(2, 0, 0) + G22 * d(0, 2, 0)
              + (G11 / a**2 + G22 / b**2) * lam) / 2
    mixed = (c_ * d(1, 1, 0) - (s_ * d(0, 1, 1) + c_ * d(0, 1, 0)) / a
             - (s_ * d(1, 0, 1) + c_ * d(1, 0, 0)) / b)
    rest = (c_ * value - c_ * dtt - (c_**2 - s_**2) / s_ * dt) / (a * b)
    return [float(part / value) for part in (plain, -G12 * mixed, -G12 * rest)]


local_ref = local_cartesian(X_sample, MASSES)
local_parts = {n: local_internal(n, X_sample, MASSES) for n in SYSTEMS}
for name in SYSTEMS:
    assert abs(sum(local_parts[name]) - local_ref) < 1e-10 * (1 + abs(local_ref))

# ---- J = 0 levels on a grid: uniform in a and b, Gauss-Legendre in cos ----
N_RAD, N_ANG, HALF_WIDTH = 20, 24, 0.57
offsets = np.linspace(-HALF_WIDTH, HALF_WIDTH, N_RAD)
dx = offsets[1] - offsets[0]
diff = np.subtract.outer(np.arange(N_RAD), np.arange(N_RAD))
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
D1 = np.where(diff == 0, 0.0, sign / safe) / dx
D2 = np.where(diff == 0, -np.pi**2 / 3, -2 * sign / safe**2) / dx**2

u, wts = legendre.leggauss(N_ANG)
norm = np.sqrt(np.arange(N_ANG) + 0.5)
P = legendre.legvander(u, N_ANG - 1) * norm * np.sqrt(wts)[:, None]
dP = legendre.legval(u, legendre.legder(np.eye(N_ANG))).T
dP = dP * norm * np.sqrt(wts)[:, None]
DU = dP @ P.T
MINUS_LAM = DU.T @ ((1 - u**2)[:, None] * DU)
SIN_D_PLUS_COS = np.diag(u) - (1 - u**2)[:, None] * DU
REST = np.diag(u) + DU.T @ ((u * (1 - u**2))[:, None] * DU)


def build(system, m, keep_mixed=True):
    C = vector_coefficients(system, m)
    G11, G22, G12 = derived_G(system, m)
    a0, b0, _ = internal(C, positions(R_EQ, R_EQ, ANGLE_EQ))
    a = (a0 + offsets)[:, None, None]
    b = (b0 + offsets)[None, :, None]
    inv = np.linalg.inv(C[:, :2])
    sin_u = np.sqrt(1 - u**2)
    q1x, q1y = inv[0, 0] * a + inv[0, 1] * b * u, inv[0, 1] * b * sin_u
    q2x, q2y = inv[1, 0] * a + inv[1, 1] * b * u, inv[1, 1] * b * sin_u
    r1, r2 = np.sqrt(q1x**2 + q1y**2), np.sqrt(q2x**2 + q2y**2)
    cosine = (q1x * q2x + q1y * q2y) / (r1 * r2)
    V = 0.5 * STRETCH * ((r1 - R_EQ)**2 + (r2 - R_EQ)**2)
    V = V + 0.5 * BEND * (cosine - np.cos(ANGLE_EQ))**2
    V = np.broadcast_to(V, (N_RAD, N_RAD, N_ANG)).copy()
    centrifugal = 0.5 * KIN * (G11 / a**2 + G22 / b**2)

    def on_a(matrix, Y):
        return (matrix @ Y.reshape(N_RAD, -1)).reshape(Y.shape)

    def apply(vec):
        Y = np.asarray(vec).reshape(V.shape)
        out = V * Y + centrifugal * (Y @ MINUS_LAM.T)
        out -= 0.5 * KIN * (G11 * on_a(D2, Y) + G22 * np.matmul(D2, Y))
        if G12 != 0.0:
            K = (Y @ REST.T) / (a * b)
            if keep_mixed:
                Ya, Yb = on_a(D1, Y), np.matmul(D1, Y)
                K += u * on_a(D1, Yb) - (Yb / a + Ya / b) @ SIN_D_PLUS_COS.T
            out -= KIN * G12 * K
        return out.ravel()

    return apply, V


def levels(system, m, keep_mixed=True):
    apply, V = build(system, m, keep_mixed)
    H = LinearOperator((V.size, V.size), matvec=apply, dtype=float)
    start = np.exp(-V / 3000.0).ravel()
    return np.sort(eigsh(H, k=4, which="SA", ncv=40, tol=1e-8, v0=start,
                         return_eigenvectors=False))


# Hermiticity of the valence operator for the stated volume element
rng = np.random.default_rng(1)
apply_val, V_val = build("valence", MASSES)
y1, y2 = rng.normal(size=(2, V_val.size))
Hy1, Hy2 = apply_val(y1), apply_val(y2)
assert abs(y1 @ Hy2 - y2 @ Hy1) < 1e-10 * np.linalg.norm(y1) * np.linalg.norm(Hy2)

E = {name: levels(name, MASSES) for name in SYSTEMS}
spread = np.max(np.ptp(np.array([E[n] for n in SYSTEMS]), axis=0))
assert spread < 0.05
E_cut = levels("valence", MASSES, keep_mixed=False)
E_heavy = levels("valence", HEAVY)
E_heavy_cut = levels("valence", HEAVY, keep_mixed=False)
error_light = (E_cut[1] - E_cut[0]) - (E["valence"][1] - E["valence"][0])
error_heavy = (E_heavy_cut[1] - E_heavy_cut[0]) - (E_heavy[1] - E_heavy[0])
assert abs(error_light) > 1.0
assert abs(error_heavy) < 0.2 * abs(error_light)

# harmonic estimate of the absolute scale; anharmonicity is a few per cent
g_eq = metric(vector_coefficients("valence", MASSES),
              positions(R_EQ, R_EQ, ANGLE_EQ), MASSES)
F_eq = np.diag([STRETCH, STRETCH, BEND * np.sin(ANGLE_EQ)**2])
harmonic = np.sort(np.sqrt(KIN * np.linalg.eigvals(g_eq @ F_eq).real))
assert abs(0.5 * harmonic.sum() / E["valence"][0] - 1) < 0.05


# ---- printed results ----
def row(values, digits=3):
    return "  ".join(f"{v:.{digits}f}" for v in values)


print("masses m1, m2, m3 (u):", row(MASSES, 1))
print(f"equilibrium bond lengths (pm): {R_EQ * 100:.1f}")
print(f"equilibrium angle (deg): {np.degrees(ANGLE_EQ):.1f}")
print(f"stretch constant (N/m): {STRETCH_SI:.1f}")
print(f"bend constant F (J): {BEND_SI:.2e}")
print(f"Radau kappa (1/u): {radau_kappa(MASSES):.6f}")
for name in SYSTEMS:
    print(f"{name} G11, G22, G12 (1/u):", row(derived_G(name, MASSES), 5))
for name in SYSTEMS:
    abt = internal(vector_coefficients(name, MASSES),
                   positions(R_EQ, R_EQ, ANGLE_EQ))
    print(f"{name} equilibrium a, b (pm), theta (deg):",
          row([abt[0] * 100, abt[1] * 100, np.degrees(abt[2])], 2))
print("sample geometry r1, r2 (pm), angle (deg):",
      row([r1s * 100, r2s * 100, np.degrees(angle_s)], 1))
for m3 in (4.0, 8.0):
    v = cross["valence", m3]
    print(f"valence, m3 = {m3:.0f} u: ab coefficient (1/u): {v[0]:.6f}")
    print(f"  a-theta, b-theta coefficients (1/(u pm)): "
          f"{v[1] / 100:.6f}  {v[2] / 100:.6f}")
largest = max(np.max(np.abs(cross[n, 4.0])) for n in ("Jacobi", "Radau"))
print(f"largest Jacobi/Radau coefficient (working units): {largest:.1e}")
zJ = KIN_J / 1e-21
print(f"local kinetic energy, Cartesian (1e-21 J): {local_ref * zJ:.6f}")
for name in SYSTEMS:
    print(f"  {name} total (1e-21 J): {sum(local_parts[name]) * zJ:.6f}")
print("  valence: without K, cross part, rest of K (1e-21 J):",
      row([p * zJ for p in local_parts["valence"]], 6))
print(f"grid points in a, b, theta: {N_RAD}, {N_RAD}, {N_ANG}")
for name in SYSTEMS:
    print(f"{name} lowest level above potential minimum (cm^-1): {E[name][0]:.3f}")
    print("  excitations from it (cm^-1):", row(E[name][1:] - E[name][0]))
print(f"largest spread between coordinate sets (cm^-1): {spread:.1e}")
print(f"lowest level, valence (J): {E['valence'][0] * WAVENUMBER_J:.5e}")
print("harmonic wavenumbers (cm^-1):", row(harmonic, 1))
print(f"harmonic zero-point energy (cm^-1): {0.5 * harmonic.sum():.1f}")
print(f"cross part omitted, lowest level (cm^-1): {E_cut[0]:.3f}")
print("  excitations from it (cm^-1):", row(E_cut[1:] - E_cut[0]))
print(f"error of first excitation, m3 = 4 u (cm^-1): {error_light:.3f}")
print(f"m3 = 40 u: first excitation, full (cm^-1): {E_heavy[1] - E_heavy[0]:.3f}")
print(f"  cross part omitted (cm^-1): {E_heavy_cut[1] - E_heavy_cut[0]:.3f}")
print(f"error of first excitation, m3 = 40 u (cm^-1): {error_heavy:.3f}")
print("done: every assertion held")
```

Output:

```
masses m1, m2, m3 (u): 1.0  2.0  4.0
equilibrium bond lengths (pm): 100.0
equilibrium angle (deg): 110.0
stretch constant (N/m): 400.0
bend constant F (J): 3.00e-19
Radau kappa (1/u): 0.081357
valence G11, G22, G12 (1/u): 1.25000  0.75000  0.25000
Jacobi G11, G22, G12 (1/u): 1.25000  0.70000  0.00000
Radau G11, G22, G12 (1/u): 1.00000  0.50000  0.00000
valence equilibrium a, b (pm), theta (deg): 100.00  100.00  110.00
Jacobi equilibrium a, b (pm), theta (deg): 100.00  108.48  119.98
Radau equilibrium a, b (pm), theta (deg): 98.62  86.85  123.97
sample geometry r1, r2 (pm), angle (deg): 110.0  90.0  100.0
valence, m3 = 4 u: ab coefficient (1/u): -0.043412
  a-theta, b-theta coefficients (1/(u pm)): -0.002736  -0.002238
valence, m3 = 8 u: ab coefficient (1/u): -0.021706
  a-theta, b-theta coefficients (1/(u pm)): -0.001368  -0.001119
largest Jacobi/Radau coefficient (working units): 3.5e-11
local kinetic energy, Cartesian (1e-21 J): 6.054417
  valence total (1e-21 J): 6.054417
  Jacobi total (1e-21 J): 6.054417
  Radau total (1e-21 J): 6.054417
  valence: without K, cross part, rest of K (1e-21 J): 6.669917  -0.668517  0.053016
grid points in a, b, theta: 20, 20, 24
valence lowest level above potential minimum (cm^-1): 3037.693
  excitations from it (cm^-1): 904.378  1737.249  2247.965
Jacobi lowest level above potential minimum (cm^-1): 3037.693
  excitations from it (cm^-1): 904.378  1737.249  2247.965
Radau lowest level above potential minimum (cm^-1): 3037.693
  excitations from it (cm^-1): 904.378  1737.249  2247.965
largest spread between coordinate sets (cm^-1): 2.0e-04
lowest level, valence (J): 6.03421e-20
harmonic wavenumbers (cm^-1): 952.2  2247.1  2932.2
harmonic zero-point energy (cm^-1): 3065.8
cross part omitted, lowest level (cm^-1): 3050.258
  excitations from it (cm^-1): 935.247  1791.556  2259.820
error of first excitation, m3 = 4 u (cm^-1): 30.869
m3 = 40 u: first excitation, full (cm^-1): 802.022
  cross part omitted (cm^-1): 802.393
error of first excitation, m3 = 40 u (cm^-1): 0.371
done: every assertion held
```
